# Anisotropic exchange of edge-sharing j = 1/2 ions with trigonal distortion

## One bond with ligand hopping alone

Take two $t_{2g}^5$ ions whose octahedra share an edge. Each ion has one hole. Spin-orbit coupling puts it in the $j=1/2$ doublet

$$|\!+\rangle=\tfrac{1}{\sqrt3}(yz_\downarrow+i\,xz_\downarrow+xy_\uparrow),\qquad |\!-\rangle=\tfrac{1}{\sqrt3}(yz_\uparrow-i\,xz_\uparrow-xy_\downarrow). \tag{1}$$

Suppose that the hole can hop only between $yz$ on one ion and $xz$ on the other, with amplitude $t_2$. Two holes on one ion have three energies. In different orbitals with parallel spins they cost $E_1=U'-J_H$, and as a spin singlet $U'+J_H=E_2$, where $U'=U-2J_H$. Doubly occupied orbitals cost $U$, and pair hopping $J_H$ splits them into two traceless combinations at $U-J_H=E_2$ and the symmetric sum at $E_3$. Thus

$$E_1=U-3J_H,\qquad E_2=U-J_H,\qquad E_3=U+2J_H. \tag{2}$$

The level $E_1$ holds the spin triplets and the others hold spin singlets. For a $d^5$ pair these are the excitation energies $d^4+d^6-2d^5$.

Let the second hole hop onto the first ion. Products below are products of creation operators. From $|\!+\!+\rangle$ one obtains

$$\tfrac{t_2}{3}\left(2\,yz_\downarrow xz_\downarrow+xy_\uparrow xz_\downarrow+i\,xy_\uparrow yz_\downarrow\right).$$

The first term is a triplet of weight 4. Each of the others is half triplet, half singlet. In units of $t_2^2/9$ the weights are 5 (triplet) and 1 (singlet). From $|\!+\!-\rangle$ one obtains

$$\tfrac{t_2}{3}\left[(yz_\downarrow xz_\uparrow-yz_\uparrow xz_\downarrow)-i\,yz_\downarrow yz_\uparrow+i\,xz_\downarrow xz_\uparrow+xy_\uparrow xz_\uparrow-i\,xy_\uparrow yz_\uparrow\right].$$

The last two terms are triplets of total weight 2; the rest are singlets at $E_2$ of total weight 4. The reverse hop doubles each energy, so

$$\mathcal J_{zz}=2(E_{++}-E_{+-})=-\frac{4t_2^2}{9}\left(\frac{3}{E_1}-\frac{3}{E_2}\right)=-\frac{8J_Ht_2^2}{3E_1E_2}. \tag{3}$$

The off-diagonal elements vanish. For example, the virtual states from $|\!+\!-\rangle$ and $|\!-\!+\rangle$ overlap by $-2$ in the $yz$–$xz$ singlet and by $+2$ in the doubly occupied states. What remains is a ferromagnetic Ising coupling of $S^z$, the Kitaev term. It needs Hund coupling: at $J_H=0$ it is zero.

## Direct hopping and the trigonal doublet

Let the bond lie along $[1,-1,0]$, with unit vectors $u=(x-y)/\sqrt2$ and $v=(x+y)/\sqrt2$. Then $xz=(uz+vz)/\sqrt2$ and $yz=(vz-uz)/\sqrt2$. About the bond axis $uz$ is a $\pi$ orbital and $vz$ a $\delta$ orbital. Let $V_\sigma$, $V_\pi$ and $V_\delta$ be the direct electron hopping amplitudes between like orbitals of the two ions. The orbital $xy=(v^2-u^2)/2$ equals $-\frac{\sqrt3}{2}$ times the $\sigma$ orbital $(3u^2-r^2)/(2\sqrt3)$ plus $\frac12$ times the $\delta$ orbital $(v^2-z^2)/2$.

The ligands sit at $+x$ and $-y$ from ion 1, which is $+y$ and $-x$ from ion 2. Their $p_z$ orbitals link $xz$ to $yz$; the two amplitudes on each path have equal signs, so each path gives $+V_{pd}^2/\Delta_{pd}$. Here $V_{pd}$ is the size of the $\pi$ hopping between a $d$ and a $p$ orbital, and $\Delta_{pd}$ is the energy needed to move a hole from the ion to the ligand. The orbital $xy$ meets $p_y$ from one ion and $p_x$ from the other on the same ligand, so no path results. Therefore

$$t_1=\frac{V_\pi+V_\delta}{2},\quad t_2=\frac{V_{pd}^2}{\Delta_{pd}}-\frac{V_\pi-V_\delta}{2},\quad t_3=\frac{3V_\sigma+V_\delta}{4}. \tag{4}$$

In the order $(yz,xz,xy)$, labelled $(x,y,z)$ from here on, the bond matrix is

$$T=\begin{pmatrix}t_1&t_2&t_4\\t_2&t_1&t_4\\t_4&t_4&t_3\end{pmatrix}. \tag{5}$$

A trigonal distortion along $n=(1,1,1)/\sqrt3$ allows $t_4$. Holes hop with $-T$, but the exchange below is quadratic in $T$.

Within $t_{2g}$ the orbital momentum is $-l$, with $l$ an effective angular momentum 1. Passing from electrons to holes reverses the sign again, so the hole Hamiltonian is

$$h=\lambda\,l\cdot s+\Delta\,nn^{T}, \tag{6}$$

where $\Delta$ is the hole energy of the $a_{1g}$ orbital. We take $\lambda>0$. Equation (1) reads $|s\rangle=\frac{1}{\sqrt3}\sum_a|a\rangle\sigma_a|s\rangle$. With distortion it becomes

$$|s\rangle=\sum_{ab}|a\rangle C_{ab}\,\sigma_b|s\rangle,\quad C=\alpha(1-nn^T)+\beta nn^T,\quad 2\alpha^2+\beta^2=1. \tag{7}$$

To find $\beta/\alpha$, let $A=|n\rangle\sigma_n|s\rangle$, and let $B'$ be the normalized sum of the two transverse terms. The combination $A+\sqrt2B'$ has $l\cdot s=-1$, and $\langle A|l\cdot s|A\rangle=0$. These facts fix $\langle B'|l\cdot s|A\rangle=-1/\sqrt2$. Since the amplitudes in (7) are $\beta$ and $\sqrt2\alpha$, the $A$ row of the eigenvalue equation is $\Delta\beta-\lambda\alpha=E\beta$, or

$$\frac{\beta}{\alpha}=\frac{\lambda}{\Delta-E}. \tag{8}$$

For small $\Delta$ the level is $E=-\lambda+\Delta/3$, because the $a_{1g}$ weight is $1/3$. Hence $\beta/\alpha=1-2\Delta/(3\lambda)$. Put $N=3nn^T-1$, whose diagonal entries are 0 and whose others are 1. Then

$$C=\tfrac{1}{\sqrt3}(1+\varepsilon N),\qquad \varepsilon=-\frac{2\Delta}{9\lambda}, \tag{9}$$

since this form has $\beta/\alpha=1+3\varepsilon$ to first order.

## Reduction to the spin-singlet channel

We now assume $E_1\gg\lambda,|\Delta|,|t|$ and a doublet splitting much larger than $t^2/E_1$. Work to second order in $T$ and drop spin-orbit and trigonal energies in the virtual states. The $e_g$ orbitals and virtual states with holes on ligands are left out.

After the hop $2\to1$, the two-hole amplitude before antisymmetrization is

$$W=\sum_{ab}|a\rangle|b\rangle\,(C_a\cdot\sigma_1)(D_b\cdot\sigma_2),\qquad D=TC, \tag{10}$$

where $C_a$ and $D_b$ are rows. A normalized two-hole state brings a factor 2 to each weight, and the two hops bring another. Splitting the weights by energy gives

$$H=-4\left[\frac{F}{E_1}+S\left(\frac1{E_2}-\frac1{E_1}\right)+S_A\left(\frac1{E_3}-\frac1{E_2}\right)\right]. \tag{11}$$

Here $F$ is the total antisymmetric weight, $S$ its spin-singlet part and $S_A$ the part of $S$ in the symmetric sum of doubly occupied orbitals.

Let $R=C^2$ and $g=\mathrm{Tr}\,RT$. The hopping between doublets is $\sum_{ab}T_{ab}(C_a\cdot\sigma)(C_b\cdot\sigma)=g$, because the cross products cancel for symmetric $T$. The same argument gives $W^\dagger W=\mathrm{Tr}\,RT^2$. With $X$ the swap of pseudospins,

$$F=\tfrac12\left(\mathrm{Tr}\,RT^2-g^2X\right), \tag{12}$$

which is isotropic.

For $S$, let $|0\rangle$ be the spin singlet and $|k\rangle=\sigma_{1k}|0\rangle$ the triplets. Since $\langle0|\sigma_2=-\langle0|\sigma_1$,

$$\langle0|(u\cdot\sigma_1)(v\cdot\sigma_2)=-u\cdot v\,\langle0|+i\sum_k(u\times v)_k\langle k|. \tag{13}$$

Set $u=C_a$, $v=D_b$. Then $C_a\cdot D_b=(RT)_{ab}$. With $(\Lambda_k)_{ab}=\epsilon_{kab}$, the cross product is $(C\Lambda_kCT)_{ab}$. The rule for cross products of transformed vectors gives

$$C\Lambda_kC=\sum_lG_{kl}\Lambda_l,\qquad G=\mathrm{cof}\,C. \tag{14}$$

A spin singlet needs a symmetric orbital part. This turns $RT$ into $\frac12\{R,T\}$ and $\Lambda_lT$ into $\frac12[\Lambda_l,T]$. The pseudospin singlet and triplets therefore have the weights

$$q=\tfrac14\mathrm{Tr}\{R,T\}^2,\quad \Sigma=GBG,\quad B_{kl}=\tfrac14\mathrm{Tr}([\Lambda_k,T][\Lambda_l,T]). \tag{15}$$

Singlet-triplet cross terms change sign for the reverse hop, since exchanging the ions reverses the pseudospin singlet alone. They cancel, and with them any Dzyaloshinskii-Moriya coupling. Commutators have no trace, so $S_A$ acts only on the pseudospin singlet, with value $g^2/3$.

To evaluate $B$, write $\tau=\mathrm{Tr}\,T$ and $Q=\mathrm{Tr}\,T^2$. Expanding the commutators gives $4B_{kl}=2\mathrm{Tr}(\Lambda_kT\Lambda_lT)-\mathrm{Tr}(T^2\{\Lambda_k,\Lambda_l\})$. By (14) applied to $T$, the first trace is $-2(\mathrm{cof}\,T)_{kl}$; the second is $2(T^2)_{kl}-2Q\delta_{kl}$. Since $\mathrm{cof}\,T=T^2-\tau T+\frac12(\tau^2-Q)$,

$$B=\tfrac12\left[2\tau T-3T^2+(2Q-\tau^2)\,1\right]. \tag{16}$$

## The exchange matrix

Write $H=c+\sum_{kl}\mathcal J_{kl}S_1^kS_2^l$. In the principal axes of $\mathcal J$ the singlet energy is $e=c-\frac14\mathrm{Tr}\mathcal J$. Triplet $k$ has $h_k=c+\frac14\mathrm{Tr}\mathcal J-\frac12\mathcal J_k$, because $\sigma_{1m}\sigma_{2m}$ equals $-1$ on it for $m=k$ and $+1$ otherwise. Eliminating $c$,

$$\mathcal J_{kl}=\delta_{kl}(\mathrm{Tr}\,h-e)-2h_{kl}. \tag{17}$$

Apply this to each part of (11). $F$ gives $-g^2\delta_{kl}$, $S_A$ gives $-\frac13g^2\delta_{kl}$, and $S$ gives $\delta_{kl}(\mathrm{Tr}\Sigma-q)-2\Sigma_{kl}$. With $1/E_1-1/E_2=2J_H/(E_1E_2)$,

$$\begin{aligned}\mathcal J_{kl}={}&\delta_{kl}\left[\frac{4g^2}{E_1}+\frac{4g^2}{3}\left(\frac1{E_3}-\frac1{E_2}\right)\right]\\&+\frac{8J_H}{E_1E_2}\left[\delta_{kl}(\mathrm{Tr}\Sigma-q)-2\Sigma_{kl}\right].\end{aligned} \tag{18}$$

At this order all anisotropy sits in $\Sigma$. It needs Hund coupling and a hopping matrix that does not commute with orbital rotations. At $J_H=0$ the exchange is $4g^2/U$ times the unit matrix, even with distortion.

## The undistorted bond

For $t_4=\Delta=0$ we have $C=1/\sqrt3$, $g=\tau/3$, $q=Q/9$ and $\Sigma=B/9$. With $\tau=2t_1+t_3$ and $Q=2t_1^2+2t_2^2+t_3^2$, one finds $2Q-\tau^2=4t_2^2+t_3^2-4t_1t_3$, and (16) gives

$$\begin{aligned}2B_{xx}&=2B_{yy}=(t_1-t_3)^2+t_2^2,\\2B_{xy}&=-2t_2(t_1-t_3),\qquad 2B_{zz}=4t_2^2.\end{aligned} \tag{19}$$

The Hamiltonian is $H=J\,S_1\cdot S_2+KS_1^zS_2^z+\Gamma(S_1^xS_2^y+S_1^yS_2^x)$. Here $J=\mathcal J_{xx}$ contains $\mathrm{Tr}B-2B_{xx}-Q=B_{zz}-Q=-2t_1^2-t_3^2$, so $t_2$ drops out:

$$J=\frac{4\tau^2}{9E_1}+\frac{4\tau^2}{27}\left(\frac1{E_3}-\frac1{E_2}\right)-\frac49(2t_1^2+t_3^2)\left(\frac1{E_1}-\frac1{E_2}\right).$$

The coefficient of $1/E_1$ is $\frac49(2t_1^2+4t_1t_3)$. That of $1/E_2$ is $\frac{4}{27}(6t_1^2+3t_3^2-\tau^2)=\frac{8}{27}(t_1-t_3)^2$. Hence

$$J=\frac4{27}\left[\frac{6t_1(t_1+2t_3)}{E_1}+\frac{2(t_1-t_3)^2}{E_2}+\frac{(2t_1+t_3)^2}{E_3}\right]. \tag{20}$$

The other two couplings are $-16J_H/(9E_1E_2)$ times $B_{zz}-B_{xx}$ and $B_{xy}$:

$$K=\frac{8J_H}{9}\frac{(t_1-t_3)^2-3t_2^2}{E_1E_2},\qquad \Gamma=\frac{16J_H}{9}\frac{t_2(t_1-t_3)}{E_1E_2}. \tag{21}$$

For $t_1=t_3=0$, (20) and (21) return (3). At fixed $t_2$, a difference between $t_1$ and $t_3$ weakens the ferromagnetic $K$ and reverses it when $|t_1-t_3|>\sqrt3|t_2|$. Direct hopping can produce such a difference, but by (4) it also changes $t_2$. $\Gamma$ comes from interference between the two kinds of orbital transfer, so it changes sign with $t_2$.

## Trigonal distortion

The distortion adds $\Gamma'(S_1^xS_2^z+S_1^zS_2^x+S_1^yS_2^z+S_1^zS_2^y)$, with $\Gamma'=-16J_H\Sigma_{xz}/(E_1E_2)$. There are two sources.

First keep $\Delta=0$. Since $(T^2)_{xz}=t_4(t_1+t_2+t_3)$, (16) gives $2B_{xz}=t_4(t_1-t_3-3t_2)$.

Next set $t_4=0$ and let the doublet change. From (9), $G=\frac13(1-\varepsilon N)$, because $N$ has zero trace. Thus $\delta\Sigma=-\frac{\varepsilon}{9}\{N,B\}$. With $B_{xz}=B_{yz}=0$,

$$2\{N,B\}_{xz}=2(B_{xx}+B_{xy}+B_{zz})=(t_1-t_3-t_2)^2+4t_2^2. \tag{22}$$

To first order in $t_4$ and $\Delta$ the sources add:

$$\Gamma'=\frac{8J_H}{9E_1E_2}\left\{t_4(3t_2+t_3-t_1)-\frac{2\Delta}{9\lambda}\left[(t_1-t_3-t_2)^2+4t_2^2\right]\right\}. \tag{23}$$

The bracket multiplying $\Delta$ is a sum of squares. For $J_H>0$ this part therefore has the sign of $-\Delta$ for all undistorted hoppings except $t_2=0$, $t_1=t_3$, where it vanishes. It survives with ligand hopping alone, where the bracket is $5t_2^2$. The $t_4$ part can have either sign.

Linear growth with $\Delta$ cannot continue. If $\Delta$ is negative and $\lambda\ll|\Delta|\ll E_1$, (8) gives $\alpha\to0$. The hole then occupies the single orbital $a_{1g}$, $G$ and $\Sigma$ vanish, and (18) becomes isotropic. The other two bonds follow by cyclic permutation of the axes.

## A numerical case

Take the round model values $U=3$, $J_H=0.5$, $\lambda=0.4$, $\Delta=0.05$ and $t_4=-0.02$ eV, so $E_1=1.5$, $E_2=2.5$ and $E_3=4$ eV. With $V_\sigma=-0.16$, $V_\pi=0.08$, $V_\delta=-0.02$, $V_{pd}=0.75$ and $\Delta_{pd}=3$ eV, (4) gives

$$t_1=0.030,\quad t_2=0.1875-0.0500=0.1375,\quad t_3=-0.125\ \text{eV}.$$

The common prefactor is $8J_H/(9E_1E_2)=0.1185\ \text{eV}^{-1}$. Before distortion,

$$K=0.1185\,(0.155^2-3\times0.1375^2)\ \text{eV}=-3.9\ \text{meV},$$

$$\Gamma=2\times0.1185\times0.1375\times0.155\ \text{eV}=5.1\ \text{meV}.$$

The three terms in (20) sum to $J=-0.9$ meV. Ligand hopping alone would give $K=-12.5$ meV and $J=\Gamma=0$. Direct hopping has thus made $\Gamma$ larger in size than $K$.

In (23), $t_4$ contributes $-0.61$ meV and $\Delta$ contributes $-0.25$ meV. Their sum, $-0.86$ meV, is about 2% smaller in size than the $-0.88$ meV from (18) with the full $C$.

Full diagonalization of the same two-site $t_{2g}$ model measures what the leading-order formulas neglect. All values are in meV, with distortion:

| | $J$ | $K$ | $\Gamma$ | $\Gamma'$ |
|---|---:|---:|---:|---:|
| Equation (18) | −0.47 | −4.03 | 4.84 | −0.88 |
| Full diagonalization | 0.05 | −2.39 | 2.89 | −0.50 |
| Same, weak hopping, rescaled | 0.19 | −2.38 | 2.84 | −0.50 |

For these parameters (18) overestimates the sizes of $K$, $\Gamma$ and $\Gamma'$ by roughly 70% relative to full diagonalization, and it gives the wrong sign for the small $J$. In the last row all hoppings were reduced a hundredfold and the couplings scaled back. Most of the discrepancy remains, so it comes mainly from the one-ion energies neglected in the virtual states, above all $\lambda$: at $\Delta=t_4=0$ full diagonalization already gives $K=-2.3$ and $\Gamma=3.0$ meV against $-3.9$ and $5.1$ meV from (21). Here $\lambda/E_1$ is 0.27, which is not small. For $J$, higher orders in hopping also matter.

The formulas are recovered in their own regime. With weak hopping and $\Delta/\lambda$ fixed, the deviation of the whole exchange matrix, relative to the norm of (18), is 1.3% at $\lambda=0.008$ eV and about 0.65% at $0.004$ eV. It halves with $\lambda$, as a first-order correction should. At a ratio $\lambda/E_1$ as large as in this example, (20)–(23) show how the couplings arise and which hoppings control them; their values call for diagonalization with spin-orbit coupling kept in the virtual states. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
U = 3.00 eV, JH = 0.50 eV, lambda = 0.40 eV
Delta = 0.050 eV, t4 = -0.020 eV
V_sigma = -0.160, V_pi = 0.080, V_delta = -0.020 eV
V_pd = 0.750 eV, Delta_pd = 3.000 eV
ligand part of t2 = 0.1875 eV
direct part of t2 = -0.0500 eV
t1 = 0.0300 eV, t2 = 0.1375 eV, t3 = -0.1250 eV
E1 = 1.500 eV, E2 = 2.500 eV, E3 = 4.000 eV
undistorted B_xx = 0.021466 eV^2
undistorted B_xy = -0.021313 eV^2
undistorted B_zz = 0.037813 eV^2
ligand hopping only (meV): J = 0.000, K = -12.500, Gamma = 0.000
with direct hopping, undistorted (meV): J = -0.907, K = -3.875, Gamma = 5.052
doublet: alpha = 0.59250, beta = 0.54579
undistorted alpha = beta = 0.57735
doublet energy = -0.38423 eV
first-order mixing epsilon = -0.02778
Gamma' from t4, first order = -0.6104 meV
Gamma' from Delta, first order = -0.2500 meV
Gamma' first-order sum = -0.8603 meV
distorted, matrix formula (meV): J = -0.471, K = -4.025, Gamma = 4.840, Gamma' = -0.879
full diagonalization, undistorted (meV): J = -0.319, K = -2.286, Gamma = 3.032, Gamma' = 0.000
full diagonalization, distorted (meV): J = 0.048, K = -2.388, Gamma = 2.894, Gamma' = -0.505
same, weak-hopping limit rescaled (meV): J = 0.194, K = -2.385, Gamma = 2.838, Gamma' = -0.499
smallest overlap with doublet products = 0.9956
relative deviation at lambda = 0.0080 eV: 0.01302
relative deviation at lambda = 0.0040 eV: 0.00648
```
